# Wigner's Tunnelling Factor from the Thermal Average of Parabolic-Barrier Transmission

An atom of mass $m$ leaves a lattice site by crossing a barrier of height $V_0$. Along the crossing coordinate $x$, the potential near the top is

$$V(x)=V_0-\tfrac12 m\omega^2x^2 ,$$

so $\omega>0$ is the angular frequency of the unstable mode. Write $\beta=1/(k_BT)$, $u=\beta\hbar\omega$ and $\varepsilon=E-V_0$, where $E$ is the energy of the motion along $x$. The reactants are in thermal equilibrium, the motion along $x$ separates from the other modes, and there is no friction. The problem asks how quantum mechanics changes the classical hop rate at high temperature, and when the leading correction can be trusted.

## (a) Which quantity has to be expanded?

**Express the thermal rate through the transmission probability $T(E)$, and define the quantum correction factor $\kappa$.**

Let the particle approach through a flat region of length $L$ in which $V=0$. Momentum states are spaced by $2\pi\hbar/L$, and each carries a flux $(p/m)/L$ towards the barrier. Weighting with $e^{-\beta E}$ and summing over $p>0$ gives the rate $k$ times the reactant partition function $Q_R$:

$$kQ_R=\int_0^\infty\frac{dp}{2\pi\hbar}\,\frac pm\,T(E)e^{-\beta E}
=\frac1{2\pi\hbar}\int_0^\infty dE\,T(E)e^{-\beta E},$$

because $dE=(p/m)\,dp$. For a reactant well the same integral arises semiclassically. A level strikes the barrier once per classical period, hence at the rate $\Delta E/(2\pi\hbar)$, where $\Delta E$ is the level spacing. The sum over levels then becomes the integral if the spacing is fine enough, or if the surroundings broaden the levels.

Classically $T=0$ for $E<V_0$ and $T=1$ for $E>V_0$, so

$$(kQ_R)_{\rm cl}=\frac{e^{-\beta V_0}}{2\pi\hbar\beta}=\frac{k_BT}{h}e^{-\beta V_0}.$$

Dividing the two expressions defines

$$\kappa=\beta\int_{-V_0}^{\infty}d\varepsilon\,T(\varepsilon)\,e^{-\beta\varepsilon}. \tag{1}$$

The object to expand is this thermal average, not $T$ at one energy. For the parabola the lower limit is moved to $-\infty$; part (d) gives the cost.

## (b) Transmission through the parabola

**Find $T(\varepsilon)$ for the inverted oscillator at any energy.**

Use units $\hbar=m=\omega=1$ and measure energy from the top: $H=\frac12(p^2-x^2)$. Define

$$Q=\frac{p+x}{\sqrt2},\qquad P=\frac{p-x}{\sqrt2}.$$

With $[x,p]=i$,

$$[Q,P]=\tfrac12\big(-[p,x]+[x,p]\big)=\tfrac12(i+i)=i,$$

so $Q$ and $P$ are a canonical pair. In $QP+PQ$ the cross terms $xp$ and $px$ cancel, leaving $p^2-x^2$. Hence $H=\frac12(QP+PQ)$.

The equations of motion are $\dot Q=i[H,Q]=Q$ and $\dot P=i[H,P]=-P$. Since $x=(Q-P)/\sqrt2$,

$$x(t)=\frac{Qe^{t}-Pe^{-t}}{\sqrt2}.$$

At late times the sign of $Q$ fixes the side on which the particle ends. At early times $x\simeq-Pe^{-t}/\sqrt2$, so $P>0$ means arrival from the left.

In the $P$ representation $Q=i\,d/dP$, and $QP=PQ+i$ gives $H=iP\,d/dP+i/2$. The equation $H\phi=\varepsilon\phi$ becomes

$$\frac{\phi'}{\phi}=\frac{-i\varepsilon-\frac12}{P}.$$

A particle arriving from the left therefore has

$$\phi(P)=\frac{P^{-i\varepsilon-1/2}}{\sqrt{2\pi}}\quad(P>0),\qquad \phi(P)=0\quad(P<0).$$

The prefactor gives normalization to $\delta(\varepsilon-\varepsilon')$, as the substitution $\ln P$ shows. To find where the particle goes, transform to $Q$:

$$\tilde\phi(Q)=\frac1{2\pi}\int_0^\infty dP\,e^{iPQ}P^{s-1}
=\frac{\Gamma(s)}{2\pi}(-iQ)^{-s},\qquad s=\tfrac12-i\varepsilon,$$

with an infinitesimal damping for convergence. For $Q>0$ we have $-iQ=Qe^{-i\pi/2}$, and $|(-iQ)^{-s}|=Q^{-1/2}|e^{i\pi s/2}|=Q^{-1/2}e^{\pi\varepsilon/2}$. For $Q<0$ the phase is reversed and the last factor is $e^{-\pi\varepsilon/2}$. Normalized outgoing states have modulus $|Q|^{-1/2}/\sqrt{2\pi}$, so

$$T=\frac{|\Gamma(\frac12-i\varepsilon)|^2}{2\pi}e^{\pi\varepsilon}.$$

The reflection formula $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$, with $1-s=s^*$, gives $|\Gamma(\frac12-i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$. Restoring units,

$$T(\varepsilon)=\frac{1}{1+e^{-2\pi\varepsilon/\hbar\omega}}. \tag{2}$$

The weight on $Q<0$ is $e^{-\pi\varepsilon}/(2\cosh\pi\varepsilon)=1-T$, so probability is conserved. At the top $T=\frac12$. Direct integration of the wave equation at $\varepsilon/\hbar\omega=-0.5,\,-0.1,\,0$ and $0.3$ agrees with (2) within $2\times10^{-4}$.

## (c) The high-temperature correction

**Find the first correction to $\kappa=1$ for small $u$, and explain its sign.**

Integrate (1) by parts, with lower limit $-\infty$:

$$\kappa=\Big[-Te^{-\beta\varepsilon}\Big]_{-\infty}^{\infty}+\int_{-\infty}^{\infty}d\varepsilon\,T'(\varepsilon)e^{-\beta\varepsilon}.$$

Far below the top $T\simeq e^{2\pi\varepsilon/\hbar\omega}$, so the boundary term vanishes for $u<2\pi$. With $\sigma=\hbar\omega/2\pi$,

$$T'(\varepsilon)=\frac{1}{4\sigma\cosh^2(\varepsilon/2\sigma)} .$$

This is even and has unit area. Expanding $e^{-\beta\varepsilon}$, the linear term averages to zero and

$$\kappa=1+\tfrac12\beta^2\langle\varepsilon^2\rangle+O(u^4).$$

For the variance put $y=\varepsilon/\sigma$ and expand in powers of $e^{-y}$:

$$\frac{\langle\varepsilon^2\rangle}{\sigma^2}=2\int_0^\infty\! \frac{y^2e^{-y}\,dy}{(1+e^{-y})^2}
=2\sum_{n=1}^\infty(-1)^{n-1}n\,\frac{2}{n^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Therefore $\langle\varepsilon^2\rangle=(\hbar\omega)^2/12$, and

$$\boxed{\kappa\simeq1+\frac1{24}\left(\frac{\hbar\omega}{k_BT}\right)^2} \tag{3}$$

This is the Wigner factor. Its sign follows from the symmetry $T(-\varepsilon)=1-T(\varepsilon)$. The transmission gained at an energy $\varepsilon$ below the top equals that lost by reflection at the same distance above it. The Boltzmann weight is larger below, so tunnelling wins:

$$\kappa-1=2\beta\int_0^\infty d\varepsilon\,[1-T(\varepsilon)]\sinh\beta\varepsilon>0 .$$

## (d) Range of the expansion

**Evaluate the average without expanding, and find where the parabolic model fails.**

Put $y=\varepsilon/\sigma$, $a=\beta\sigma=u/2\pi$, and then $w=e^{-y}$:

$$\kappa=a\int_{-\infty}^{\infty}\frac{e^{-ay}\,dy}{1+e^{-y}}
=a\int_0^\infty\frac{w^{a-1}}{1+w}\,dw=\frac{\pi a}{\sin\pi a}.$$

The last integral is $\Gamma(a)\Gamma(1-a)$, and the reflection formula applies. Thus

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi. \tag{4}$$

With $z=u/2$, inverting $\sin z/z=1-z^2/6+z^4/120-\dots$ gives $1+z^2/6+(1/36-1/120)z^4+\dots$, or

$$\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots$$

With energies in units of $\hbar\omega$, the coefficient of $u^{2n}$ is the moment of order $2n$ of the positive function $T'$, divided by $(2n)!$, and is hence positive. The Wigner factor therefore lies below (4) throughout $0<u<2\pi$.

Equation (4) diverges at

$$T_c=\frac{\hbar\omega}{2\pi k_B}.$$

There the Boltzmann weight grows with depth as fast as the transmission falls. The divergence belongs to a parabola without a bottom, since (1) is finite for a barrier of finite height. Above $T_c$, the part of the parabolic average below the barrier foot is

$$\beta\int_{-\infty}^{-V_0}\!d\varepsilon\,e^{(2\pi/\hbar\omega-\beta)\varepsilon}
=\frac{u}{2\pi-u}\,e^{-(2\pi/u-1)\beta V_0}, \tag{5}$$

where $T$ was replaced by its exponential tail, which requires $2\pi V_0\gg\hbar\omega$.

## (e) Does the barrier shape matter at the same order?

**Repeat the expansion for $V=V_0/\cosh^2(x/a)$, with $a$ now a length chosen to give the same curvature at the top.**

Since $V''(0)=-2V_0/a^2=-m\omega^2$, we need $a^2=2V_0/(m\omega^2)$. Let $K=a\sqrt{2mE}/\hbar$, $g=2mV_0a^2/\hbar^2$ and $z=1/(1+e^{2x/a})$. Then $1/\cosh^2(x/a)=4z(1-z)$ and $a\,d/dx=-2z(1-z)\,d/dz$. Substituting $\psi=[z(1-z)]^{-iK/2}F(z)$ in the wave equation and dividing out common factors gives

$$z(1-z)F''+(1-iK)(1-2z)F'-(g-K^2-iK)F=0 .$$

This is the hypergeometric equation with parameters $A,B=\frac12-iK\pm i\nu$ and $C=1-iK$, where $\nu^2=g-\frac14$. Indeed $AB=(\frac12-iK)^2+\nu^2=g-K^2-iK$. The solution regular at $z=0$ is the outgoing wave $e^{iKx/a}$ on the right. On the left, the standard connection formula to $z=1$ gives the incoming wave the amplitude $\Gamma(1-iK)\Gamma(-iK)/[\Gamma(A)\Gamma(B)]$. Its inverse square modulus, evaluated with the reflection formula, is

$$T=\frac{\sinh^2\pi K}{\cosh\pi(K-\nu)\,\cosh\pi(K+\nu)}.$$

For large $K$ and $\nu$ the growing exponentials dominate $\sinh\pi K$ and $\cosh\pi(K+\nu)$, so up to exponentially small terms

$$T\simeq\frac{1}{1+e^{-2\pi(K-\nu)}} .$$

The value of $a$ gives $K=2\sqrt{V_0E}/\hbar\omega$ and $g=(2V_0/\hbar\omega)^2$, so $\nu\simeq2V_0/\hbar\omega-\hbar\omega/(16V_0)$. Hence $T$ is the function (2) with $\varepsilon$ replaced by

$$\eta=2\sqrt{V_0E}-2V_0+\delta,\qquad \delta=\frac{(\hbar\omega)^2}{16V_0}.$$

Solving for the energy gives

$$\varepsilon=(\eta-\delta)+\frac{(\eta-\delta)^2}{4V_0}.$$

As in (c), $\kappa$ is the average of $e^{-\beta\varepsilon}$, now over $\eta$ with $\langle\eta\rangle=0$ and $\langle\eta^2\rangle=(\hbar\omega)^2/12$. Keeping terms of order $\hbar^2$ at fixed $\beta V_0$,

$$\kappa=1+\beta\delta-\frac{\beta\langle\eta^2\rangle}{4V_0}+\frac{\beta^2\langle\eta^2\rangle}{2}
=1+\frac{u^2}{24}+\frac{\beta(\hbar\omega)^2}{V_0}\Big(\frac1{16}-\frac1{48}\Big).$$

The bracket is $1/24$, so

$$\kappa=1+\frac{u^2}{24}\left(1+\frac{k_BT}{V_0}\right)+O(\hbar^4). \tag{6}$$

The shape enters at the same order in $\hbar$ as the Wigner term. For this barrier its size relative to the Wigner term is $k_BT/V_0$, however small $u$ is, so at this order it is negligible only when $V_0\gg k_BT$. Other shapes with the same height and top curvature can give a different coefficient, even one of the opposite sign. Near $T_c$ the shape matters even for a high barrier, because (4) diverges while the average over a finite barrier does not. Numerical averages at $u=0.1$ and $0.2$, extrapolated to $u\to0$, reproduce the bracket in (6) within $2\times10^{-4}$ for $V_0/k_BT=3$ and $8$.

## (f) The other modes and the activation energy

**Include the quantization of the stable modes, and find how $\kappa$ changes the Arrhenius slope.**

A harmonic mode with $u_i=\beta\hbar\omega_i$ has the quantum partition function $\sum_ne^{-u_i(n+1/2)}=1/[2\sinh(u_i/2)]$ and the classical one $1/u_i$. The rate contains saddle partition functions divided by well partition functions. Relative to the classical rate it is therefore multiplied by

$$\kappa\;\frac{\prod_{i}^{\rm well}f(u_i)}{\prod_{j}^{\rm saddle}f(u_j)},\qquad f(u)=\frac{\sinh(u/2)}{u/2}\simeq1+\frac{u^2}{24}. \tag{7}$$

For harmonic stable modes, the correction to order $\hbar^2$ is

$$1+\frac1{24}\Big(u^2+\sum_i^{\rm well}u_i^2-\sum_j^{\rm saddle}u_j^2\Big),$$

with the shape term of (e) left out. The Wigner factor is one of several terms of equal order, and stiff transverse modes at the saddle can outweigh it.

For three well modes and two transverse saddle modes, the classical partition functions combine with $k_BT/h$ to give

$$k_{\rm cl}=\frac1{2\pi}\frac{\omega_1\omega_2\omega_3}{\omega_4\omega_5}\,e^{-\beta V_0},$$

where $\omega_4,\omega_5$ belong to the saddle. The prefactor does not depend on temperature. With stable modes held classical, the apparent activation energy is $E_a=-d\ln k/d\beta=V_0-d\ln\kappa/d\beta$. Since $u\propto\beta$, the lowering is

$$V_0-E_a=k_BT\,\frac{u^2/12}{1+u^2/24}\quad\text{(Wigner)},$$

$$V_0-E_a=k_BT\Big[1-\frac u2\cot\frac u2\Big]\quad\text{(full parabola)}.$$

## (g) Hydrogen in nickel during an anneal

**Evaluate the corrections at 700 K for a hop with $V_0=0.40$ eV, an unstable-mode quantum of 100 meV, three well quanta of 100 meV and two saddle quanta of 150 meV.**

These are rough, rounded inputs for interstitial hydrogen in nickel, a contact metal. At 700 K, $k_BT=60.32$ meV, so

$$u=\frac{100}{60.32}=1.658,\qquad \frac{u^2}{24}=0.1145,\qquad \frac{V_0}{k_BT}=6.63 .$$

The Wigner factor is 1.115. The next parabolic term is 0.009, the shape term in (6) is $0.1145/6.63=0.017$, and the missing tail (5) is $3\times10^{-9}$. For these inputs, shape is the largest of the three errors.

| $T$ (K) | Wigner | Full parabola | $1/\cosh^2$ barrier |
|---|---|---|---|
| 1000 | 1.056 | 1.058 | 1.070 |
| 700 | 1.115 | 1.124 | 1.140 |
| 400 | 1.351 | 1.461 | 1.472 |
| 300 | 1.623 | 2.069 | 2.010 |

The last column averages the transmission of (e) without expansion. A separate calculation diagonalized the Hamiltonian of this barrier in a box and correlated the thermal flux at the top with the side occupied later, without using $T(E)$. It gives the same 1.140 at 700 K and 1.472 at 400 K.

The Wigner factor falls 1% below the full parabolic factor at 677 K. At 300 K it is 22% below. The parabola lies under the finite barrier at 400 K but above it at 300 K. Such a crossing must occur above $T_c=185$ K, where the parabolic average diverges and the other stays finite. At 150 K the finite barrier gives 47, while the Wigner expression gives 3.5, a smooth number with no warning that its expansion has failed.

The classical attempt frequency is $(\omega/2\pi)(100/150)^2=10.7$ THz, and the classical rate per exit is

$$k_{\rm cl}=10.75\times10^{12}\,e^{-6.631}\ {\rm s^{-1}}=1.42\times10^{10}\ {\rm s^{-1}}.$$

The Wigner factor alone raises it to $1.58\times10^{10}\ {\rm s^{-1}}$. The well modes contribute 1.399 and the saddle modes 0.612, together 0.856. The total correction is $1.115\times0.856=0.954$, and the rate becomes $1.35\times10^{10}\ {\rm s^{-1}}$. Including the barrier mode alone gives the wrong sign of the quantum correction here. The order-$\hbar^2$ sum in (f) shows why: in units of $u^2$ it is $1+3-2(1.5)^2=-0.5$.

With stable modes classical, the activation energy falls by 12 meV with the Wigner factor and by 14 meV with the full parabola. If the stable modes are quantized through (7), the lowering of 12 meV found with the Wigner factor becomes a rise of 4.5 meV. With the factor of the $1/\cosh^2$ barrier in its place, the rise is about 2 meV. The Wigner correction to the rate itself equals a barrier change of $k_BT\ln1.1145\simeq6.5$ meV, so a calculated barrier must be accurate to a few meV before this factor decides the comparison with a measured rate.

In real nickel, hydrogen diffuses with an activation energy of roughly 0.4 eV, and its vibrational quantum in the octahedral site is roughly 100 meV, so these two inputs are in the usual regime. The unstable-mode quantum and the two saddle quanta are assumed, and the total of 0.954 depends on them. With saddle quanta of 135 meV instead of 150 meV it would be 1.044, so even the sign of the total correction is not settled for real nickel. The real path between octahedral sites passes near a tetrahedral site and is not a single $1/\cosh^2$ hill. Contact films also break the assumption of a perfect lattice, because defects and grain boundaries can trap hydrogen. If a trap raised the escape barrier by 0.10 eV with the prefactor fixed, the rate at 700 K would change by $e^{-1.658}\simeq0.19$, a larger change than any quantum factor found at that temperature. The well quantum of 100 meV also exceeds $k_BT$, so the level spacing is not fine. The energy integral of (a) then relies on the surroundings to broaden the levels; with sharp levels the thermal factor could shift by as much as the Wigner correction itself. Friction, lattice relaxation and path curvature are not sized. The remaining values are in the numerical output.

## Computed results

```
Barrier height: 0.40 eV
Unstable mode quantum: 100 meV
Unstable mode angular frequency: 1.5193e+14 rad/s
Well mode quantum (three modes): 100 meV
Saddle mode quantum (two modes): 150 meV
Length a of matching sech^2 barrier: 0.0576 nm
Divergence temperature T_c: 184.7 K
Variance of transmission slope: 0.083333 (hbar omega)^2
Numerical u^2 coefficient: 0.0416667 (1/24 = 0.0416667)
Numerical u^4 coefficient at u=0.3: 0.001218 (7/5760 = 0.001215)
Thermal factors (dimensionless):
T in K | u | Wigner | full parabola | sech^2 barrier
1000 | 1.1605 | 1.0561 | 1.0584 | 1.0699
700 | 1.6578 | 1.1145 | 1.1244 | 1.1398
400 | 2.9011 | 1.3507 | 1.4611 | 1.4720
300 | 3.8682 | 1.6234 | 2.0691 | 2.0101
At 150 K: u = 7.7363, Wigner = 3.494, sech^2 = 47.280, parabola diverges
Flux-side factor, sech^2 barrier, 700 K: 1.1398
Flux-side factor, sech^2 barrier, 400 K: 1.4720
Wigner 1 % below full parabola at: u = 1.7129, T = 677 K
Results at 700 K:
k_B T: 60.32 meV
Barrier over k_B T: 6.631
u^2/24: 0.1145
7u^4/5760: 0.0092
Shape term (u^2/24)(k_B T/V0): 0.0173
Sech^2 factor to order hbar^2: 1.1318
Missing tail below barrier foot: 3.31e-09
Activation energy lowering, Wigner: 12.40 meV
Activation energy lowering, full parabola: 14.49 meV
Classical attempt frequency: 10.747 THz
Classical hop rate per exit: 1.4171e+10 1/s
Hop rate with Wigner factor only: 1.5794e+10 1/s
Quantum factor of three well modes: 1.3993
Quantum factor of two saddle modes: 0.6120
Quantum factor of all stable modes: 0.8563
Wigner factor times stable-mode factor: 0.9544
Hop rate with all mode factors: 1.3525e+10 1/s
```
